# Fermi energy set by negative-U amphoteric centres outnumbering shallow donors

## 1. Definitions and conventions

A semiconductor contains $N$ identical amphoteric centres per unit volume. Each can be positive, neutral or negative, and these states hold 0, 1 and 2 electrons beyond the positive state. Let $\mathcal E_+$, $\mathcal E_0$ and $\mathcal E_-$ be the total energies of a centre in the three states, each with its surrounding lattice relaxed. The donor and acceptor levels are the energies needed to add the first and the second electron:

$$E_D=\mathcal E_0-\mathcal E_+,\qquad E_A=\mathcal E_--\mathcal E_0. \tag{1}$$

All one-electron energies are measured from the conduction-band edge $E_c$, so a level in the gap has a negative value. The effective correlation energy is

$$U=E_A-E_D=\mathcal E_++\mathcal E_--2\mathcal E_0. \tag{2}$$

The second form shows its meaning: $U$ is the energy needed to turn two neutral centres into one positive and one negative centre. When $U<0$ this conversion releases energy. The second electron is then bound more deeply than the first, because lattice relaxation more than repays the Coulomb repulsion, and the acceptor level lies below the donor level.

The crystal also contains shallow donors. $N_D$ denotes their density minus that of the shallow acceptors, with all of these dopants ionised. The centres outnumber the net donors, $0<N_D<N$. The degeneracies $g_+$, $g_0$ and $g_-$ count the spin states and equivalent orientations of each charge state. Differences in vibrational entropy between the charge states are neglected; they would make the effective levels depend on temperature. The centres are dilute and independent, and they exchange electrons freely enough to share one Fermi energy $E_F$. Boltzmann's constant is $k$ and the temperature is $T$.

## 2. Occupation of one centre

In the grand-canonical ensemble a state with $j$ electrons and energy $\mathcal E$ has weight $g\exp[-(\mathcal E-jE_F)/kT]$. Dividing all three weights by the common factor $\exp(-\mathcal E_+/kT)$ leaves their ratios unchanged. With (1), $\mathcal E_0-\mathcal E_+=E_D$ and $\mathcal E_--\mathcal E_+=E_D+E_A$, so that

$$w_+=g_+,\quad w_0=g_0e^{(E_F-E_D)/kT},\quad w_-=g_-e^{(2E_F-E_D-E_A)/kT}. \tag{3}$$

The densities $N_+$, $N_0$ and $N_-$ are proportional to these weights. Define the midpoint of the levels,

$$E_m=\tfrac12(E_D+E_A). \tag{4}$$

The ratio of the outer two weights is then

$$\frac{N_-}{N_+}=\frac{g_-}{g_+}\exp\!\left[\frac{2(E_F-E_m)}{kT}\right]. \tag{5}$$

The factor 2 in the exponent arises because a positive centre must take up two electrons to become negative. The separate levels have dropped out of (5), leaving their mean. For equal degeneracies, $E_m$ is the Fermi energy at which the two charged states are equally populated.

The neutral density follows from the product of the outer weights. From (3),

$$w_+w_-=g_+g_-e^{(2E_F-E_D-E_A)/kT},\qquad w_0^2=g_0^2e^{(2E_F-2E_D)/kT}.$$

Dividing the second by the first cancels $E_F$ and leaves the exponent $(E_A-E_D)/kT=U/kT$. Taking the square root, with $U=-|U|$, gives

$$N_0=\kappa\sqrt{N_+N_-},\qquad \kappa=\frac{g_0}{\sqrt{g_+g_-}}\,e^{-|U|/2kT}. \tag{6}$$

This is the law of mass action for the conversion of two neutral centres into a charged pair. Strongly negative $U$ means $\kappa\ll1$. That alone does not make $N_0$ small beside the rarer charged state: since $N_0/N_+=\kappa\sqrt{N_-/N_+}$, the neutral centres can rival the positive ones if the latter become scarce enough.

## 3. The two balances and the Fermi energy

Neglect neutral centres and free carriers. Every centre is then positive or negative, and the positive charge of the donors and positive centres equals the negative charge of the rest:

$$N_++N_-=N,\qquad N_D+N_+=N_-. \tag{7}$$

The second equation reads $N_--N_+=N_D$. Adding it to the first gives $2N_-=N+N_D$, and subtracting it gives $2N_+=N-N_D$. Hence

$$N_-=\frac{N+N_D}{2},\qquad N_+=\frac{N-N_D}{2}. \tag{8}$$

Within this approximation the populations depend on neither the temperature nor the levels. Without donors, half the centres are positive and half negative. The donors supply $N_D$ electrons, and each pair of electrons turns one positive centre negative, so $N_D/2$ centres change sign. The condition $N_D<N$ keeps $N_+$ positive.

Insert (8) into (5). The factors $1/2$ cancel:

$$\frac{N+N_D}{N-N_D}=\frac{g_-}{g_+}\exp\!\left[\frac{2(E_F-E_m)}{kT}\right].$$

Multiplying by $g_+/g_-$, taking the logarithm and multiplying by $kT/2$ gives

$$\boxed{E_F=\frac{E_D+E_A}{2}+\frac{kT}{2}\ln\frac{N+N_D}{N-N_D}+\frac{kT}{2}\ln\frac{g_+}{g_-}.} \tag{9}$$

The second term is the logarithmic shift due to doping. It is positive, since extra electrons raise the Fermi energy. The third term vanishes when the charged states are equally degenerate. If $g_+>g_-$, statistics favour the positive state, and a higher $E_F$ is needed to hold the same charge. The neutral degeneracy $g_0$ is absent because neutral centres have been neglected; it enters through (6).

The case of net acceptors needs no new calculation. A net acceptor density $N_A$ replaces $N_D$ by $-N_A$ in (7), and the same algebra holds for $N_A<N$. The logarithm changes sign, and doping moves the Fermi energy below the midpoint.

## 4. The dilute limit and the stiffness of the pinning

Let $y=N_D/N$. Since $\operatorname{artanh}y=\tfrac12\ln[(1+y)/(1-y)]$, the doping shift is

$$\Delta=kT\operatorname{artanh}\frac{N_D}{N}. \tag{10}$$

For $y\ll1$ the inverse hyperbolic tangent is $y+y^3/3+\dots$, so

$$\Delta\simeq kT\,\frac{N_D}{N}\qquad(N_D\ll N). \tag{11}$$

The shift is therefore linear in the doping when the centres greatly outnumber the donors. The logarithm becomes prominent when the two densities are comparable.

The stiffness of the pinning follows by differentiating (10) at fixed $N$ and $T$. The derivative of $\operatorname{artanh}y$ is $1/(1-y^2)$, and $dy/dN_D=1/N$, so

$$\frac{dE_F}{dN_D}=\frac{kT}{N}\frac{1}{1-N_D^2/N^2}=\frac{kT\,N}{N^2-N_D^2}. \tag{12}$$

This response is smallest at $N_D=0$, where positive and negative centres are equally abundant. It grows as $N_D$ approaches $N$, because few positive centres are left to accept further electrons. The divergence of (12) at $N_D=N$ is a result of the approximation: free electrons, restored in Section 5, keep the response finite.

## 5. Neutral centres and free carriers restored

Let $n$ and $p$ be the free-electron and free-hole densities, and write $m=n-p$. The balances become

$$N_++N_-=N-N_0,\qquad N_--N_+=N_D-m. \tag{13}$$

Half their sum and half their difference are

$$N_-=\frac{N+N_D-N_0-m}{2},\qquad N_+=\frac{N-N_D-N_0+m}{2}. \tag{14}$$

Equation (5) still holds, so $E_F$ changes by $kT/2$ times the change in $\ln N_--\ln N_+$. If $N_0$ and $|m|$ are much smaller than $N-N_D$, each logarithm can be expanded to first order:

$$\delta E_F=\frac{kT}{2}\left[\frac{-N_0-m}{N+N_D}-\frac{-N_0+m}{N-N_D}\right].$$

Over the common denominator $N^2-N_D^2$, the numerator in the bracket is

$$(-N_0-m)(N-N_D)+(N_0-m)(N+N_D)=2N_0N_D-2mN.$$

The terms in $N_0N$ and $mN_D$ cancel. The first-order correction is

$$\delta E_F=kT\,\frac{N_0N_D-(n-p)N}{N^2-N_D^2}, \tag{15}$$

with $N_0$, $n$ and $p$ evaluated at the Fermi energy (9). Free electrons lower $E_F$ because they take charge that the centres would otherwise hold. Neutral centres raise it when $N_D>0$: they remove equal numbers from both charged populations, which is a larger fraction of the smaller one.

As $N_D\to N$ the denominator vanishes and the expansion fails. The divergence of (9) itself comes from neglecting free electrons. Neutral centres alone do not remove it: (14) gives $2N_++N_0=N-N_D+m$, so with $m=0$ and $N=N_D$ both populations would have to vanish, which no finite $E_F$ allows. The required margin is $N-N_D\gg n$ and $N-N_D\gg N_0$, which is stronger than $N>N_D$. The linear law (11) needs in addition $N_D\gg n$. For $N_D\ll N$, (15) replaces $N_D$ by $N_D-n$, so the shift changes sign when the free electrons at the midpoint outnumber the net donors.

The limiting shift can be found when free electrons supply the missing balance. Set $N=N_D$, take equal degeneracies, and keep $n$ while neglecting $N_0$ and $p$. Equation (14) gives $N_+=n/2$ and, for $n\ll N_D$, $N_-\simeq N_D$. If $n_m$ is the free-electron density at $E_F=E_m$, nondegenerate statistics give $n=n_me^{\Delta/kT}$. Equation (5) becomes

$$e^{2\Delta/kT}=\frac{2N_D}{n_m}e^{-\Delta/kT}\quad\Longrightarrow\quad \Delta=\frac{kT}{3}\ln\frac{2N_D}{n_m}. \tag{16}$$

The shift at $N=N_D$ is finite.

## 6. Positive U as a contrast

Pinning at the midpoint depends on the scarcity of neutral centres. Suppose instead that $U$ is positive and so large that positive centres are much rarer than the net donors, and again omit the bands. The energetically favoured way to place $N_D$ electrons on $N$ neutral centres is then to make $N_D$ of them negative and leave the others neutral: $N_-\simeq N_D$, $N_0\simeq N-N_D$. From (3), $N_-/N_0=(g_-/g_0)\exp[(E_F-E_A)/kT]$, and therefore

$$E_F\simeq E_A+kT\ln\frac{g_0N_D}{g_-(N-N_D)}. \tag{17}$$

One electron now separates the two abundant states. The prefactor is $kT$ instead of $kT/2$, and the reference energy is the acceptor level.

## 7. Worked example: the regime of interstitial boron in silicon

Interstitial boron in irradiated silicon is a negative-U amphoteric centre. Rough levels are $E_D=-0.13$ eV and $E_A=-0.37$ eV, which give $U=-0.24$ eV and $E_m=-0.25$ eV. The chosen conditions are $T=180$ K, $N=3\times10^{15}$ cm$^{-3}$ and $N_D=2\times10^{15}$ cm$^{-3}$. The degeneracies count spin alone: $g_+=g_-=1$ and $g_0=2$.

Equation (8) gives $N_-=2.5\times10^{15}$ cm$^{-3}$ and $N_+=0.5\times10^{15}$ cm$^{-3}$, a ratio of 5. With $kT=15.51$ meV,

$$\Delta=\tfrac12(15.51\ \text{meV})\ln5=12.5\ \text{meV},\qquad E_F=-0.2375\ \text{eV}.$$

The neutral density from (6) is $9.8\times10^{11}$ cm$^{-3}$, about 0.2% of $N_+$. At this Fermi energy $n=2.9\times10^{12}$ cm$^{-3}$, and holes are negligible. Equation (15) then gives

$$\delta E_F=15.51\ \text{meV}\times\frac{(9.8\times10^{11})(2\times10^{15})-(2.9\times10^{12})(3\times10^{15})}{5\times10^{30}}\simeq-0.02\ \text{meV}.$$

A numerical solution of the full neutrality condition, including both bands and un-ionised donors, also differs from (9) by $-0.02$ meV. Counting only the donor ground state, the un-ionised donor density is $1.6\times10^{10}$ cm$^{-3}$. Excited donor states raise it several-fold, to about $10^{11}$ cm$^{-3}$, which is still far below $n$.

A separate test counts the arrangements of electrons on 6000 centres with 4000 donor electrons. It sums over every allowed number of neutral centres and takes the chemical potential as half the free-energy change when two electrons are added. With $(g_+,g_0,g_-)=(3,2,1)$ it gives $-0.2290$ eV, as does (9). This supports both the factor $kT/2$ and the sign of the degeneracy term.

The approach to failure appears when $N_D$, $T$ and the levels are held fixed and $N$ is varied:

| $N/N_D$ | Shift from (9), meV | Full neutrality, meV |
|---:|---:|---:|
| 10 | 1.56 | 1.56 |
| 3 | 5.38 | 5.37 |
| 1.5 | 12.48 | 12.46 |
| 1.1 | 23.6 | 23.4 |
| 1.001 | 59.0 | 40.9 |

In the last row $N-N_D=2\times10^{12}$ cm$^{-3}$. The electron density at the midpoint is $n_m=2.93\times10^{12}/\sqrt5=1.31\times10^{12}$ cm$^{-3}$, so the Fermi energy predicted by (9) would imply $n\simeq6\times10^{13}$ cm$^{-3}$, far above the margin. Equation (16) gives a shift of about 41.5 meV at $N=N_D$, close to the full result in this row. At the other end, $N/N_D=20$ gives 0.776 meV from full neutrality, in agreement with the linear law (11).

For the positive-U contrast, exchange the two level energies, so that $E_A=-0.13$ eV, and omit the bands. The centre-and-donor balance gives $E_F=-0.1085$ eV, as does (17), although the midpoint is unchanged. This isolates the effect of the sign of $U$ and does not describe a real sample: at that Fermi energy the conduction band would hold about $1.2\times10^{16}$ cm$^{-3}$ electrons, more than the donors supply.

## 8. What limits the result in a real crystal

The level positions are the first limitation. Raising $E_A$ alone by 0.03 eV moves the calculated Fermi energy by 15 meV, half the level change, as (4) requires. This exceeds the 12.5 meV doping shift. With levels known this roughly, the example illustrates the size of the shift relative to the midpoint; it does not predict an absolute Fermi energy to a few meV. An orientational ratio $g_+/g_-=3$, taken as a trial value, would add 8.5 meV.

Irradiation also creates other defects, so a real sample breaks the assumption that boron interstitials and shallow dopants carry all the fixed charge. Suppose vacancy–oxygen centres are as numerous as the boron centres, with a rough acceptor level at $-0.17$ eV. About $7\times10^{13}$ cm$^{-3}$ of them are negative, and $E_F$ falls by 0.65 meV. Deep acceptors that remove a tenth of the net doping lower it by 1.7 meV. Equation (12) gives nearly the same value: the slope times $-2\times10^{14}$ cm$^{-3}$ is $-1.9$ meV, and the difference reflects the curvature of (10). Each boron interstitial is created together with a vacancy, so vacancy defects number about $N$, and trapping at oxygen is the mildest outcome. If a tenth of the vacancies instead pair with phosphorus, each pair removing a donor and binding an electron at a deep level near $-0.44$ eV, $E_F$ falls by about 5 meV; three tenths lower it by about 12 meV, as much as the whole doping shift. Such defect populations move $E_F$ appreciably, so $N_D$ has to be the net doping after irradiation. Having more boron interstitials than net donors is a special condition, which close compensation of donors by acceptors makes easier to reach.

The charged centres and donors also produce a random electrostatic potential. If there are no shallow acceptors, their combined density is $N+N_D$. This corresponds to a mean spacing of 58 nm, at which the Coulomb energy of one pair of charges in silicon is 2.1 meV. The potential at a centre is the sum over many charges, so its standard deviation $\sigma$ can be larger than this. As a model, let the electron potential energy $\phi$ at the centres be Gaussian with standard deviation $\sigma$, and keep this distribution fixed while the charge states adjust to it. For equal degeneracies, (5) gives a local charge imbalance $N_--N_+=N\tanh[(E_F-E_m-\phi)/kT]$, and its average must equal $N_D$. Let $\delta$ be the resulting change in $E_F$. Expanding to second order in $\phi$, with $\tanh''x=-2\tanh x\,\operatorname{sech}^2x$, gives

$$\frac{\delta}{kT}\operatorname{sech}^2x-\frac{\sigma^2}{(kT)^2}\tanh x\,\operatorname{sech}^2x=0,\qquad x=\frac{\Delta}{kT}.$$

Since $\tanh x=N_D/N$ by (10),

$$\delta\simeq\frac{\sigma^2}{kT}\frac{N_D}{N}. \tag{18}$$

With the pair energy of 2.1 meV as a trial value of $\sigma$, this is 0.19 meV, as the numerical average also gives. That is too low for randomly placed charges, because distant ones contribute as well. Their reach is limited by screening: the centres change their charge in response to the potential, which gives a screening length $\lambda=[\varepsilon kT/(e^2N\operatorname{sech}^2x)]^{1/2}\simeq78$ nm, where $\varepsilon$ is the permittivity of silicon and $e$ the elementary charge. Only the frozen part of the charge distribution shifts $E_F$: the donors, and the mean charge $-ey$ of each centre, with $y=N_D/N$. The thermal switching of the surrounding centres is cancelled, to this order, by their response to the charge of the centre itself, whose magnitude is the same in both states. Adding the squares of the screened potentials of the frozen charges gives

$$\sigma^2=2\pi\lambda(N_D+Ny^2)\left(\frac{e^2}{4\pi\varepsilon}\right)^2,$$

or $\sigma\simeq5$ meV, and (18) then gives about 1 meV. The adjustment of the charges enters $\sigma$ only through the screening length, so this is an order-of-magnitude estimate. Compensated doping with the same $N_D$ contains more charges and makes $\sigma$ larger.

Finally, the centres must exchange electrons before they migrate and form pairs with donors. With an attempt rate of $10^{13}$ s$^{-1}$ and a rough emission barrier of 0.45 eV, the emission time is $10^{-13}\,\text{s}\times\exp(0.45\ \text{eV}/kT)\simeq0.4$ s. The prefactor for electron emission is really the capture cross-section times the thermal speed times the band density of states; $10^{13}$ s$^{-1}$ is near its upper range, and a cross-section of $10^{-15}$ cm$^2$ would lengthen the time to about 20 s. For migration, take a rough barrier of 0.60 eV and a hop length $a=0.235$ nm. The diffusion coefficient is $D=a^2\nu/6$, where $\nu=10^{13}\,\text{s}^{-1}\times\exp(-0.60\ \text{eV}/kT)$ is the hop rate, with the same attempt rate as before. A negative centre is captured by a positive donor at roughly the distance $R=7.9$ nm where their attraction equals $kT$. The diffusion-limited pairing time $1/(4\pi DRN_D)$ is then about $3\times10^9$ s, or a century. Both times depend exponentially on the barriers, but their separation is wide enough to support the use of unpaired centres in electronic equilibrium at 180 K in the dark. Illumination or carrier injection would remove the single Fermi energy on which (5) rests. Heating shortens the pairing time and raises $n$, so the conditions of Section 5 must be checked again at the new temperature.

The numerical output gives the remaining digits and input values.

## Calculated quantities

```
Temperature: 180 K; kT: 15.511 meV
Donor level from band edge: -0.13 eV
Acceptor level from band edge: -0.37 eV
U: -0.24 eV; |U|/kT: 15.47
Midpoint from band edge: -0.2500 eV
Centres N: 3.00e+15 cm^-3; net donors N_D: 2.00e+15 cm^-3
Degeneracies plus, zero, minus: (1.0, 2.0, 1.0)
Positive centres, formula: 5.000e+14 cm^-3
Negative centres, formula: 2.500e+15 cm^-3
Ratio negative/positive: 5.000
Logarithmic shift: 12.482 meV
Fermi energy, formula: -0.23752 eV
Fermi energy, full neutrality: -0.23754 eV
Full minus formula: -0.0213 meV
First-order correction: -0.0212 meV
Neutral centres, formula: 9.764e+11 cm^-3
Neutral centres, full: 9.770e+11 cm^-3
Band densities N_c, N_v: 1.309e+19, 1.166e+19 cm^-3
Free electrons, holes: 2.929e+12, 3.299e-07 cm^-3
Un-ionised donors: 1.626e+10 cm^-3
Canonical count: 6000 centres, 4000 donors, g = (3.0, 2.0, 1.0)
Canonical count Fermi energy: -0.228996 eV
Formula for that count: -0.228997 eV
N/N_D; shift by formula (meV); shift by full neutrality (meV)
  1.001; 58.953; 40.937
  1.100; 23.612; 23.388
  1.500; 12.482; 12.461
  3.000; 5.376; 5.373
  10.000; 1.556; 1.556
N/N_D = 20, full shift: 0.7760 meV
N/N_D = 20, linear limit: 0.7756 meV
Positive U, centres and donors only: -0.10850 eV
Positive U, one-level formula: -0.10850 eV
Change, acceptor level raised 0.03 eV: 14.97 meV
Change, g_plus/g_minus = 3: 8.50 meV
Charged VO centres if VO density = N: 7.22e+13 cm^-3
Change from those VO centres: -0.65 meV
Change, net doping reduced by 10%: -1.73 meV
Mean spacing of charges: 58.5 nm
Coulomb energy at that spacing: 2.10 meV
Change from Gaussian potential: 0.188 meV
Rough barriers, emission and hop: 0.45, 0.6 eV
Attempt rate: 1e+13 s^-1; hop length: 0.235 nm
Coulomb capture radius: 7.93 nm
Emission time: 0.4 s; pairing time: 3.4e+09 s
```
